# Random dimer adsorption on a row jams at 1 − exp(−2), part 2

Molecules land on an initially empty row of sites, and each occupies two neighbouring sites. Such a molecule is called a dimer, and a pair of neighbouring sites is called a bond, whether or not a dimer sits on it. Every bond receives adsorption attempts independently at the same constant rate $k$. An attempt succeeds only if both sites are empty, and an adsorbed dimer never moves or leaves. Only the first attempt on a bond, at time $T$, can matter. The probability that it has occurred by time $t$ is

$$
q(t)=P(T\le t)=1-e^{-kt}.
$$

In a half-row, let $N$ be the number of successive bonds, counted from the end bond, whose first attempts lie before $t$ and come earlier and earlier along the row. The end bond receives a dimer if $N$ is odd and none if $N$ is even. In an infinite half-row,

$$
P(N\ge m)=\frac{q^m}{m!}.
$$

A site of the full row is empty if and only if neither of the two half-rows that end at it, each evolving alone, has put a dimer on its end bond. The two half-rows are independent, so their probabilities multiply.

For the infinite row, the probability that $n$ given consecutive sites are all empty is

$$
E_n(t)=e^{-(n-1)kt}\,e^{-2q(t)},\qquad n\ge1 .
$$

The coverage $\theta=1-E_1$, the fraction of occupied sites, obeys

$$
\frac{d\theta}{dt}=2k\,E_2 .
$$

At short times it is

$$
\theta=2q-2q^2+\dots=2kt-3(kt)^2+\dots ,
$$

and as $t\to\infty$ it tends to the jamming coverage

$$
\theta_J=1-e^{-2}\approx0.8647 .
$$

A vacancy is isolated if both of its neighbours are occupied; a given site is an isolated vacancy with probability $P_{\text{iso}}=q^2E_1$. The formulas were checked against the full master equation of a ring of 14 sites.

The worked example uses $k=5.0\ \text{s}^{-1}$ per bond, a site spacing of 0.4 nm, and rows that are either very long or 20 sites long.

## Approach to jamming, finite rows and a deposition pulse

The model is a row of sites, initially empty, on which immobile dimers adsorb irreversibly. Each pair of neighbouring sites, called a bond, is tried at rate $k$, and $q=1-e^{-kt}$ is the probability that a given bond has been tried by time $t$. In the infinite row the probability that $n$ given consecutive sites are empty is $E_n=e^{-(n-1)kt}e^{-2q}$. The coverage is $\theta=1-e^{-2q}$, its limit is $\theta_J=1-e^{-2}$, and a fraction $q^2$ of the vacancies is isolated. These results came from a half-row, in which the end bond receives a dimer if the descending run of first-attempt times that starts there has odd length $N$. For that run, $P(N\ge m)=q^m/m!$.

The last part of the approach to jamming is exponential. With $y=e^{-kt}$, so that $q=1-y$,

$$
\theta_J-\theta=e^{-2q}-e^{-2}=e^{-2}\left(e^{2y}-1\right)=2e^{-2}y\left(1+y+\dots\right)\approx2e^{-2}e^{-kt}.
$$

At late times the places still open are almost all single pairs, whose density is $E_2\approx e^{-2}e^{-kt}$. Each pair waits for its own first attempt and then takes up two sites, which explains both the rate $k$ and the factor 2. The first correction, relative to the leading term, is $y$. At $kt=6$ this is 0.25%, and the master equation of the 14-site ring gives a ratio of 1.0025 between the remaining gap and the leading term.

It is instructive to compare this with a treatment that ignores correlations between neighbouring sites. The balance $d\theta/dt=2kE_2$ holds in any case. If one assumes that two neighbouring sites are empty independently of each other, then $E_2=E_1^2=(1-\theta)^2$. With $u=1-\theta$ this gives

$$
\frac{du}{dt}=-2ku^2,\qquad \frac{d}{dt}\frac1u=2k,\qquad \frac1u=1+2kt,
$$

where $u(0)=1$ was used, and hence

$$
\theta_{\text{unc}}=\frac{2kt}{1+2kt}.
$$

This coverage tends to 1, so the uncorrelated treatment has no jamming at all. The reason for the difference lies in the conditional probability that the neighbour of an empty site is also empty. In the true process it is $E_2/E_1=e^{-kt}$, which vanishes although the vacancies persist. In the uncorrelated treatment it is $1-\theta$, so that as long as there are vacancies, some of them are assumed to be adjacent.

At early times the error has the opposite sign. Expansion gives $\theta_{\text{unc}}=2kt-4(kt)^2+\dots$, against $2kt-3(kt)^2+\dots$ for the true process. The product $E_1^2$ counts two bonds for each of the two sites, four in all, and so counts the bond between them twice. The uncorrelated coverage therefore lags at first and overtakes later. It would describe a different physical situation, in which the two halves of a molecule separate after adsorption and hop so fast, with no interaction but site exclusion, that all arrangements with the same number of occupied sites remain equally likely.

Real surface rows end at steps or defects, so consider an open row of $L$ sites, with nothing beyond its ends. Its jammed state can be found from the same half-row argument, now with half-rows of finite length. In the limit $t\to\infty$, $q=1$ and $P(N\ge j)=1/j!$ as long as $j$ does not exceed the number $m$ of bonds in the half-row. A longer run is impossible. The probability that the end bond never receives a dimer is the alternating sum cut off at $m$,

$$
p_m=\sum_{j=0}^{m}\frac{(-1)^j}{j!},
$$

with the values $p_0=1$, $p_1=0$, $p_2=1/2$, $p_3=1/3$, and so on towards $e^{-1}$. An enumeration of all orders of first attempts confirms the formula for $m=1$ to 7.

Site $i$ of the open row has $i-1$ bonds on its left and $L-i$ on its right. It remains empty if both half-rows leave their end bonds free, which has probability $p_{i-1}p_{L-i}$. The mean number of vacancies is

$$
V_L=\sum_{i=1}^{L}p_{i-1}\,p_{L-i}.
$$

For $L=4$ this gives $p_0p_3+p_1p_2+p_2p_1+p_3p_0=\tfrac13+0+0+\tfrac13=\tfrac23$, in agreement with a direct count: the first dimer lands on the middle pair with probability $1/3$ and then leaves two vacancies, and otherwise the row fills.

The behaviour for large $L$ is seen from a generating function. Multiplying a power series by $1/(1-x)=1+x+x^2+\dots$ replaces each coefficient by the sum of all coefficients up to it. Hence

$$
\sum_{m=0}^{\infty}p_mx^m=\frac{e^{-x}}{1-x}.
$$

The sum for $V_L$ is the coefficient of $x^{L-1}$ in the square of this function, so that

$$
G(x)=\sum_{L}V_Lx^L=\frac{x\,e^{-2x}}{(1-x)^2}.
$$

Since $1/(1-x)^2=\sum_n(n+1)x^n$, reading off the coefficient gives

$$
V_L=\sum_{m=0}^{L-1}(L-m)\frac{(-2)^m}{m!}.
$$

For large $L$ the sum can be extended to infinity with an error that falls off factorially. The part proportional to $L$ gives $Le^{-2}$. The other part follows from $\sum_m m z^m/m!=ze^z$ at $z=-2$, which is $-2e^{-2}$ and enters with a minus sign. Therefore

$$
V_L\simeq(L+2)\,e^{-2},\qquad \theta_L\simeq1-\left(1+\frac2L\right)e^{-2},
$$

where $\theta_L$ is the mean final coverage of the open row. The two ends together cost $2e^{-2}\approx0.27$ vacancies, whatever the length of a long row.

So far the jamming coverage is a mean value. Whether a single long row shows it depends on the fluctuations of the vacancy number $H_L$. Let $M_L$ be the mean of $H_L^2$. In an open row with $L\ge2$, the first dimer lands with equal probability on any of the $L-1$ bonds. It leaves $j$ sites on its left and $L-2-j$ on its right, with $j=0,\dots,L-2$, and the two parts then evolve independently. The mean square of the sum of two independent numbers is the sum of their mean squares plus twice the product of their means, so that

$$
(L-1)M_L=2\sum_{j=0}^{L-2}M_j+2\sum_{j=0}^{L-2}V_jV_{L-2-j},
$$

where the two sums over mean squares, one for each side, are equal and have been combined. The starting values are $M_0=0$ and $M_1=1$. With $S(x)=\sum_LM_Lx^L$, multiplication by $x^L$ and summation turn this into

$$
xS'-S=\frac{2x^2}{1-x}S+2x^2G^2 .
$$

The logarithmic derivative of $G$ is $G'/G=1/x-2+2/(1-x)=1/x+2x/(1-x)$, so $G$ satisfies the same equation without the last term. Writing $S=Gh$ therefore leaves $xGh'=2x^2G^2$, or

$$
h'=2xG=\frac{2x^2e^{-2x}}{(1-x)^2},\qquad h(0)=\frac{M_1}{V_1}=1 .
$$

The solution is

$$
h=\frac{1+x}{1-x}\,e^{-2x}.
$$

Its value at $x=0$ is 1. Its derivative is $e^{-2x}/(1-x)^2$ times $2-2(1+x)(1-x)=2x^2$, as required. Hence

$$
S(x)=\frac{x(1+x)\,e^{-4x}}{(1-x)^3}.
$$

The large-$L$ coefficients are governed by the point $x=1$. With $\epsilon=1-x$, the numerator is

$$
e^{-4}(1-\epsilon)(2-\epsilon)e^{4\epsilon}=e^{-4}\left(2+5\epsilon+5\epsilon^2+\dots\right).
$$

The coefficients of $x^L$ in $\epsilon^{-3}$, $\epsilon^{-2}$ and $\epsilon^{-1}$ are $(L+1)(L+2)/2$, $L+1$ and 1. The remaining terms form a function without singularities, whose coefficients vanish rapidly. This gives

$$
M_L\simeq e^{-4}\left[(L+1)(L+2)+5(L+1)+5\right]=e^{-4}\left(L^2+8L+12\right),
$$

and subtracting $V_L^2\simeq e^{-4}(L^2+4L+4)$ leaves the variance

$$
\operatorname{Var}H_L\simeq4e^{-4}(L+2).
$$

The standard deviation divided by the mean is $2/\sqrt{L+2}$, which tends to zero. The vacancy fraction of a single long row therefore approaches $e^{-2}$ with a probability that tends to one. In a simulated row of 400 000 sites the final coverage was 0.8644. The predicted standard deviation is 0.0004, and the difference from $\theta_J$ is about half of that. No two adjacent sites were left empty.

For a worked example take round model parameters: an attempt rate $k=5.0\ \text{s}^{-1}$ per bond, a site spacing of 0.4 nm, and rows that are either very long or 20 sites long. After 0.20 s of the pulse, $kt=1.00$ and $q=1-e^{-1.00}=0.632$. In a long row the vacancy fraction is $E_1=e^{-2q}=0.282$, so the coverage is 0.718. An empty site has an empty neighbour on a given side with probability $e^{-1.00}=0.368$, and isolated vacancies occupy a fraction $0.632^2\times0.282=0.113$ of all sites. At 1.00 s the coverage is 0.863, and of the vacancy fraction of 0.137 nearly all, 0.135, is isolated.

The uncorrelated treatment gives 0.667 at 0.20 s, which is too low, and 0.909 at 1.00 s, which is too high and already above the jamming coverage. At 0.50 s it gives 0.833 against 0.841. A comparison at that time alone would make it look adequate.

A practical measure of the pulse length is the time needed to reach 99% of the jamming coverage, that is, $\theta=0.99\times0.8647=0.8560$. Solving $e^{-2q}=1-0.8560=0.1440$ gives $q=-\tfrac12\ln0.1440=0.969$. Then $kt=-\ln(1-q)=3.47$, and $t=3.47/(5.0\ \text{s}^{-1})=0.69$ s. A longer pulse can add no more than the remaining 1% of the jamming coverage.

The final vacancies in a long row have a density of $0.1353/(0.4\ \text{nm})=0.338\ \text{nm}^{-1}$. Their mean separation is $e^2=7.39$ sites, or 2.96 nm. Between two successive vacancies there are whole dimers, hence an even number of occupied sites, and the separation counted in sites is odd.

In the rows of 20 sites the mean number of vacancies is $22\times0.1353=2.98$, and the mean final coverage is $1-2.98/20=0.851$, slightly below that of the long row. The standard deviation of the vacancy number is $2e^{-2}\sqrt{22}=1.27$, so individual short rows differ considerably. A simulation of 40 000 such rows gave a mean of 2.97 and a standard deviation of 1.27.

The vacancies are distributed unevenly near the ends. The probabilities for the first five sites are 0.368, 0, 0.184, 0.123 and 0.138. The end site can be covered from one side only, so it is empty with probability close to $e^{-1}$ instead of $e^{-2}$. The second site is never empty in the jammed state: if it were, no dimer could have covered the end site, and the two would form an open pair.

The value $1-e^{-2}$ depends on the assumptions in ways that can be traced. If adsorbed dimers can slide along the row, a step by one site carries a vacancy past the dimer, vacancies can meet, and each meeting opens a new pair; the coverage then rises above $\theta_J$. Desorption also reopens places and removes the permanent jam. Unequal attempt rates do not always change it. If the rate of each bond is drawn independently from the same distribution of positive rates, the first-attempt times are still independent and identically distributed, and the mean jamming coverage stays the same. If fast and slow bonds alternate along the row, the times are no longer identically distributed, and the factor $1/m!$ is lost. In the extreme case in which every second bond is tried much faster than the others, the dimers settle on those bonds and fill the row almost completely. If a molecule can also bind through a single site, isolated vacancies are no longer protected. And if dimers can bridge neighbouring rows, a site has more than two bonds, and the division into two independent half-rows fails. Further values for the pulse and for the short rows are listed in the numerical output.

## Values computed for the example and the checks

```
attempt rate per bond k = 5.0 1/s
site spacing = 0.4 nm
short row length = 20 sites
During the pulse (fractions and probabilities, no unit):
t = 0.05 s: kt = 0.25, q = 0.2212, theta = 0.3575
   E1 = 0.6425, E2 = 0.50037, E2/E1 = 0.7788, isolated = 0.0314
   uncorrelated closure theta = 0.3333
t = 0.10 s: kt = 0.50, q = 0.3935, theta = 0.5448
   E1 = 0.4552, E2 = 0.27611, E2/E1 = 0.6065, isolated = 0.0705
   uncorrelated closure theta = 0.5000
t = 0.20 s: kt = 1.00, q = 0.6321, theta = 0.7175
   E1 = 0.2825, E2 = 0.10391, E2/E1 = 0.3679, isolated = 0.1129
   uncorrelated closure theta = 0.6667
t = 0.50 s: kt = 2.50, q = 0.9179, theta = 0.8405
   E1 = 0.1595, E2 = 0.01309, E2/E1 = 0.0821, isolated = 0.1344
   uncorrelated closure theta = 0.8333
t = 1.00 s: kt = 5.00, q = 0.9933, theta = 0.8628
   E1 = 0.1372, E2 = 0.00092, E2/E1 = 0.0067, isolated = 0.1353
   uncorrelated closure theta = 0.9091
jamming coverage = 0.864665
jammed vacancy fraction = 0.135335
vacancy density = 0.3383 1/nm
mean vacancy spacing = 7.389 sites
mean vacancy spacing = 2.956 nm
target coverage (99% of jamming) = 0.85602
q at target = 0.96903, kt at target = 3.4749
time to target = 0.6950 s
late-approach ratio, ring/formula, kt = 6: 1.00249
largest ring-formula difference = 7.2e-08
p_m, m = 0..5: 1.00000, 0.00000, 0.50000, 0.33333, 0.37500, 0.36667
short row: mean vacancies V_L = 2.97738
short row: (L+2) exp(-2) = 2.97738
extra vacancies from two ends = 0.27067
short row: mean coverage = 0.85113
short row: s.d. of vacancy number = 1.2696
simulated short rows = 40000
simulated mean vacancies = 2.9739
simulated s.d. of vacancy number = 1.2666
vacancy probability, sites 1..5: 0.3679, 0.0000, 0.1839, 0.1226, 0.1380
vacancy-number variance per added site = 0.073263
long simulated row = 400000 sites
long row: coverage = 0.86443
long row: predicted s.d. of coverage = 0.00043
long row: adjacent empty pairs = 0
```
